**Normal freezing with first-order dopant evaporation**

For constant growth speed and free melt area, the dopant mass fraction in the crystal is $w_S=kw_0(1-z/L)^{k+\Lambda-1}$, with $\Lambda=\rho_LA_eh/(\rho_SA_cv)$. Here $k$ is the solid-to-bulk-melt ratio of mass fractions, $w_0$ the initial melt fraction, $z$ the distance from the seed end and $L$ the length for complete freezing; $\rho_L,\rho_S$ are the liquid and solid densities, $A_e,A_c$ the free melt area and crystal cross-section, $h$ the evaporation coefficient and $v$ the speed of crystal lengthening. The program integrates the dimensional mass balances in time and asserts agreement with the axial profile, the dopant budget, the limit of vanishing growth speed and the law for a boat with a shrinking free surface. A separate slice-by-slice account is asserted to approach the profile with first-order convergence. A root search on the integrated balances is asserted to reproduce the formula for the speed of uniform growth. For the model parameters used, the output gives $\Lambda=0.352$ at 60 mm/h and uniform growth at 30.2 mm/h. It also shows a rising profile at 60 mm/h and a falling one at 15 mm/h.

## Check in Python

```python
# Result under test: axial dopant profile of a crystal frozen from a well-mixed
# melt that also loses dopant by first-order evaporation,
#   w_S = k w0 (1 - z/L)^(k + Lam - 1),
#   Lam = rho_L A_e h / (rho_S A_c v),  L = M0 / (rho_S A_c).
# w_S, w0: dopant mass fractions in the solid and in the initial melt;
# k: solid/bulk-melt ratio of mass fractions; z: distance from the seed end;
# M0: initial melt mass; rho_S, rho_L: solid and liquid densities;
# A_c: crystal cross-section; A_e: free melt area;
# h: evaporation coefficient; v: rate of crystal lengthening.
# g = z/L is the frozen mass fraction. Internal units: metre, hour, kilogram.
import numpy as np
from scipy.integrate import solve_ivp
from scipy.optimize import brentq

k = 0.3
melt_mass = 20.0
w0 = 1.0e-6
rho_solid, rho_liquid = 2300.0, 2550.0
crystal_radius, crucible_radius = 0.050, 0.120
h_evap = 0.004
speed = 0.060
slow_speed = 0.015
hold_time = 2.0

area_crystal = np.pi * crystal_radius**2
area_free = np.pi * (crucible_radius**2 - crystal_radius**2)
full_length = melt_mass / (rho_solid * area_crystal)
melt_volume = melt_mass / rho_liquid


def loss_number(v, h=h_evap):
    return rho_liquid * area_free * h / (rho_solid * area_crystal * v)


def solid_profile(g, v, h=h_evap):
    return k * w0 * (1 - g) ** (k + loss_number(v, h) - 1)


def integrate_balances(v, h, times, shrinking_area=False):
    """Host and dopant masses in time, from the dimensional balances.
    Rows: melt mass, dopant in melt, dopant in crystal, dopant in vapour."""
    def rates(t, y):
        mass, dopant = y[0], y[1]
        volume = mass / rho_liquid
        area = area_free * (volume / melt_volume if shrinking_area else 1.0)
        freezing = rho_solid * area_crystal * v
        into_solid = k * (dopant / mass) * freezing
        into_vapour = h * area * dopant / volume
        return [-freezing, -into_solid - into_vapour, into_solid, into_vapour]
    start = [melt_mass, w0 * melt_mass, 0.0, 0.0]
    sol = solve_ivp(rates, (0.0, times[-1]), start, method="DOP853",
                    t_eval=times, rtol=1e-11, atol=1e-17)
    assert sol.success
    return sol.y


def times_for(g, v):
    return np.asarray(g) * full_length / v


g_table = np.array([0.0, 0.2, 0.4, 0.6, 0.8, 0.9])

# Profile against integrated balances: fast, slow and without evaporation
for v, h in [(speed, h_evap), (slow_speed, h_evap), (speed, 0.0)]:
    y = integrate_balances(v, h, times_for(g_table, v))
    numeric = k * y[1] / y[0]
    assert np.allclose(numeric, solid_profile(g_table, v, h), rtol=1e-7, atol=0)
    if h > 0:
        direction = np.sign(numeric[-1] - numeric[0])
        assert direction == (1 if v == speed else -1)


# Slice-by-slice account: evaporate for one interval, then freeze one slice
def slice_account(slices, g_end):
    slice_mass = melt_mass / slices
    interval = slice_mass / (rho_solid * area_crystal * speed)
    mass, dopant = melt_mass, w0 * melt_mass
    for _ in range(round(slices * g_end)):
        dopant *= np.exp(-h_evap * area_free * interval * rho_liquid / mass)
        dopant -= k * dopant * slice_mass / mass
        mass -= slice_mass
    return k * dopant / mass


target = solid_profile(0.9, speed)
coarse_error = slice_account(2000, 0.9) / target - 1
fine_error = slice_account(4000, 0.9) / target - 1
assert abs(fine_error) < 2e-3
assert abs(coarse_error / fine_error - 2) < 0.05  # first-order convergence

# Dopant budget at g = 0.8
g_budget = 0.8
lam = loss_number(speed)
left = (1 - g_budget) ** (k + lam)
in_solid = k / (k + lam) * (1 - left)
in_vapour = lam / (k + lam) * (1 - left)
y = integrate_balances(speed, h_evap, times_for([0.0, g_budget], speed))
shares = y[1:, -1] / (w0 * melt_mass)
assert np.allclose(shares, [left, in_solid, in_vapour], rtol=1e-7, atol=0)


# Speed of uniform growth: root search on the integrated balances
def end_to_start_log_ratio(v):
    y = integrate_balances(v, h_evap, times_for([0.0, 0.8], v))
    w = y[1] / y[0]
    return np.log(w[-1] / w[0])


uniform_speed = (rho_liquid * area_free * h_evap
                 / (rho_solid * area_crystal * (1 - k)))
found_speed = brentq(end_to_start_log_ratio, 0.01, 0.1, xtol=1e-12)
assert abs(found_speed / uniform_speed - 1) < 1e-7
y = integrate_balances(uniform_speed, h_evap, times_for(g_table, uniform_speed))
assert np.allclose(k * y[1] / y[0], k * w0, rtol=1e-7, atol=0)

# Vanishing growth speed at fixed time: pure exponential loss
hold_left = np.exp(-h_evap * area_free * hold_time / melt_volume)
tiny_speed = 1e-7
tiny_g = tiny_speed * hold_time / full_length
y = integrate_balances(tiny_speed, h_evap, np.array([0.0, hold_time]))
power_left = (1 - tiny_g) ** (k + loss_number(tiny_speed))
# the remaining difference is of the order of the tiny frozen fraction
assert abs(y[1, -1] / (w0 * melt_mass) - hold_left) < 1e-6
assert abs(power_left - hold_left) < 1e-6

# Boat: free area shrinks in proportion to the melt
boat = k * w0 * (1 - g_table) ** (k - 1) * np.exp(-lam * g_table)
y = integrate_balances(speed, h_evap, times_for(g_table, speed), True)
assert np.allclose(k * y[1] / y[0], boat, rtol=1e-7, atol=0)

ppm = 1e6  # mass fraction to mg/kg
print(f"distribution ratio k = {k:.2f}")
print(f"initial melt mass = {melt_mass:.1f} kg")
print(f"initial dopant fraction w0 = {w0*ppm:.3f} mg/kg")
print(f"solid density = {rho_solid:.0f} kg/m^3")
print(f"liquid density = {rho_liquid:.0f} kg/m^3")
print(f"crystal radius = {crystal_radius*1e3:.0f} mm")
print(f"crucible radius = {crucible_radius*1e3:.0f} mm")
print(f"evaporation coefficient h = {h_evap*1e3:.2f} mm/h")
print(f"growth speed v = {speed*1e3:.1f} mm/h")
print(f"area ratio A_e/A_c = {area_free/area_crystal:.4f}")
print(f"density ratio rho_L/rho_S = {rho_liquid/rho_solid:.4f}")
print(f"loss number Lam = {lam:.4f}")
print(f"exponent k+Lam-1 = {k+lam-1:.4f}")
print(f"exponent without evaporation k-1 = {k-1:.4f}")
print(f"full length L = {full_length*1e3:.1f} mm")
print(f"time to g = 0.8: {times_for(0.8, speed):.2f} h")
print("solid dopant in mg/kg: constant area | no evaporation | boat")
for g, b in zip(g_table, boat):
    print(f"g={g:.1f} z={g*full_length*1e3:.1f} mm: "
          f"{solid_profile(g, speed)*ppm:.4f} | "
          f"{solid_profile(g, speed, 0.0)*ppm:.4f} | {b*ppm:.4f}")
print(f"budget at g = {g_budget:.1f}, share in crystal = {in_solid:.4f}")
print(f"budget at g = {g_budget:.1f}, share in vapour = {in_vapour:.4f}")
print(f"budget at g = {g_budget:.1f}, share in melt = {left:.4f}")
print(f"uniform-growth speed, formula = {uniform_speed*1e3:.3f} mm/h")
print(f"uniform-growth speed, root search = {found_speed*1e3:.3f} mm/h")
print(f"uniform solid dopant = {k*w0*ppm:.4f} mg/kg")
print(f"slow growth speed = {slow_speed*1e3:.1f} mm/h")
print(f"slow growth Lam = {loss_number(slow_speed):.4f}")
print(f"slow growth exponent = {k+loss_number(slow_speed)-1:.4f}")
print(f"slow growth solid dopant at g = 0.8: "
      f"{solid_profile(0.8, slow_speed)*ppm:.4f} mg/kg")
print(f"hold time = {hold_time:.1f} h")
print(f"dopant share left after hold = {hold_left:.4f}")
print(f"slice account error at g = 0.9, 2000 slices = {coarse_error:.2e}")
print(f"slice account error at g = 0.9, 4000 slices = {fine_error:.2e}")
print("done: every assertion held")
```

Running it gives:

```
distribution ratio k = 0.30
initial melt mass = 20.0 kg
initial dopant fraction w0 = 1.000 mg/kg
solid density = 2300 kg/m^3
liquid density = 2550 kg/m^3
crystal radius = 50 mm
crucible radius = 120 mm
evaporation coefficient h = 4.00 mm/h
growth speed v = 60.0 mm/h
area ratio A_e/A_c = 4.7600
density ratio rho_L/rho_S = 1.1087
loss number Lam = 0.3518
exponent k+Lam-1 = -0.3482
exponent without evaporation k-1 = -0.7000
full length L = 1107.2 mm
time to g = 0.8: 14.76 h
solid dopant in mg/kg: constant area | no evaporation | boat
g=0.0 z=0.0 mm: 0.3000 | 0.3000 | 0.3000
g=0.2 z=221.4 mm: 0.3242 | 0.3507 | 0.3269
g=0.4 z=442.9 mm: 0.3584 | 0.4290 | 0.3726
g=0.6 z=664.3 mm: 0.4127 | 0.5697 | 0.4613
g=0.8 z=885.7 mm: 0.5254 | 0.9256 | 0.6985
g=0.9 z=996.4 mm: 0.6688 | 1.5036 | 1.0955
budget at g = 0.8, share in crystal = 0.2990
budget at g = 0.8, share in vapour = 0.3507
budget at g = 0.8, share in melt = 0.3503
uniform-growth speed, formula = 30.157 mm/h
uniform-growth speed, root search = 30.157 mm/h
uniform solid dopant = 0.3000 mg/kg
slow growth speed = 15.0 mm/h
slow growth Lam = 1.4073
slow growth exponent = 0.7073
slow growth solid dopant at g = 0.8: 0.0961 mg/kg
hold time = 2.0 h
dopant share left after hold = 0.9626
slice account error at g = 0.9, 2000 slices = 1.26e-03
slice account error at g = 0.9, 4000 slices = 6.32e-04
done: every assertion held
```
